# Why Small Guinier–Preston Zones Can Raise an Alloy's Resistivity

**Q:** I quench an aluminium alloy with its solute in random solution and let it age. Solute atoms gather into Guinier–Preston zones. Each atom that joins a zone is one scatterer fewer in the matrix, so the resistivity must fall from the first moment. Is there anything to add?

**A:** Your argument counts scatterers and treats a zone as if it scattered no more than one atom. But the waves scattered by the atoms of a small zone have definite phase differences, so their amplitudes must be added before squaring. The sum can be smaller or larger than for separate atoms.

Let us first fix the random solution. I take a free-electron metal with a spherical Fermi surface, elastic scattering and Born approximation. A solute at \(\mathbf R\) has the contact potential \(U\Omega\,\delta(\mathbf r-\mathbf R)\), with \(\Omega\) the volume per atom. Between plane waves in a sample of volume \(V\), its matrix element is
\[
\langle \mathbf k'|v|\mathbf k\rangle=\frac{U\Omega}{V}e^{-i\mathbf q\cdot\mathbf R},\qquad \mathbf q=\mathbf k'-\mathbf k .
\]
An atomic fraction \(c\) means \(cV/\Omega\) solutes. For random positions the cross terms average out, and the rates add. The density of final states, per volume and for one spin since spin is conserved, is \(3n_e/(4E_F)\), where \(n_e=Z/\Omega\) is the electron density and \(Z\) the valence. The golden rule gives
\[
\frac1{\tau_1}=\frac{2\pi}{\hbar}\,\frac{cV}{\Omega}\,\frac{U^2\Omega^2}{V^2}\,V\frac{3Z}{4E_F\Omega}
=\frac{2\pi}{\hbar}\,cU^2\,\frac{3Z}{4E_F}.
\]
A contact potential scatters equally in all directions, so this is also the rate at which current relaxes, and \(\rho_1=m/(n_ee^2\tau_1)\).

**Q:** And the zone?

**A:** Put all solute into equal zones of \(n\) atoms, far enough apart and randomly enough placed that different zones do not interfere. One zone has amplitude \((U\Omega/V)\sum_j e^{-i\mathbf q\cdot\mathbf R_j}\), and there are \(n\) times fewer zones than atoms. Scattering per solute atom is therefore multiplied by
\[
S(\mathbf q)=\frac1n\Big|\sum_{j=1}^n e^{-i\mathbf q\cdot\mathbf R_j}\Big|^2 .
\]

**Q:** Then I see the answer. At small \(q\) the phases agree and \(S=n\). Forward scattering is enhanced \(n\) times per atom, and that raises the resistivity.

**A:** That has to be weighed against how little forward scattering disturbs a current. Suppose for now that the Fermi sphere responds to the field by a rigid shift; I will call this uniform response. A deflection by \(\theta\) then counts with weight \(1-\cos\theta\). On the sphere \(q^2=2k_F^2(1-\cos\theta)\), so
\[
1-\cos\theta=\frac{q^2}{2k_F^2},\qquad \tfrac12\sin\theta\,d\theta=\frac{q\,dq}{2k_F^2},
\]
the second expression being the fraction of final directions. Their product is \(q^3dq/(4k_F^4)\). With \(Q=2k_F\), so that \(4k_F^4=Q^4/4\),
\[
\frac{\rho}{\rho_1}=\frac4{Q^4}\int_0^Q q^3\,\bar S(q)\,dq ,
\]
where \(\bar S\) is the average of \(S\) over the directions of \(\mathbf q\). For \(S=1\) the result is 1, as it must be. The factor \(q^3\) suppresses the region where your enhancement lives.

**Q:** Can the integral be done, so that I can see the sign?

**A:** Yes, pair by pair. The square in \(S\) contains \(n\) diagonal terms and two conjugate terms for each pair. The directional average of \(e^{i\mathbf q\cdot\mathbf r}\) is \(\sin(qr)/(qr)\), hence
\[
\bar S=1+\frac2n\sum_{\rm pairs}\frac{\sin qr}{qr},\qquad
\frac{\rho}{\rho_1}=1+\frac2n\sum_{\rm pairs}J(Qr).
\]
With \(x=qr\) and \(X=Qr\),
\[
J(X)=\frac4{Q^4}\int_0^Q q^3\frac{\sin qr}{qr}dq=\frac4{X^4}\int_0^X x^2\sin x\,dx .
\]
Two integrations by parts give the antiderivative \(-x^2\cos x+2x\sin x+2\cos x\), so
\[
J(X)=\frac{4\left[(2-X^2)\cos X+2X\sin X-2\right]}{X^4}.
\]
For \(X\to0\), \(\sin x\approx x\) and \(J\to1\). There are \(n(n-1)/2\) pairs, so \(\rho/\rho_1\to n\). This is your coherent enhancement, and it holds when the whole zone is much smaller than the electron wavelength. For large \(X\), \(J\approx-4\cos X/X^2\), which is small and of either sign.

**Q:** Which regime is aluminium in?

**A:** The second. Take \(a=0.405\) nm and \(Z=3\). An fcc crystal has \(4Z/a^3\) electrons per volume, so \(k_F=(12\pi^2Z)^{1/3}/a=17.49\ \mathrm{nm^{-1}}\). Nearest neighbours are \(a/\sqrt2=0.2864\) nm apart, which gives \(X=10.02\). There \(\cos X\approx-0.830\) and \(\sin X\approx-0.558\), so the bracket is \(81.6-11.2-2=68.4\), and
\[
J\approx\frac{4\times68.4}{1.007\times10^4}=0.027 .
\]
It is positive but far from 1. In compact groups of two, three and four atoms every pair is a nearest pair, so \(\rho/\rho_1=1+(n-1)J\), or 1.027, 1.054 and 1.082, for groups oriented in all directions.

A central atom with its twelve neighbours has 36 nearest pairs: 12 from the centre and 24 in the shell. They contribute \(2\times36\times0.0272/13=0.151\). The more distant pairs take back a little, and the sum is 1.144.

**Q:** That is a rise. How do you know it is not the forward peak after all?

**A:** Divide the integral at half the shortest reciprocal-lattice vector, \(G_{111}=2\pi\sqrt3/a=0.768\,Q\). For the 13-atom zone, the range below \(G_{111}/2\) changes \(\rho/\rho_1\) by \(-0.005\), and the range above it by \(+0.149\). The lower range holds a fraction \((0.768/2)^4\approx0.022\) of the transport weight. Even if one stops the integral where the forward gain is greatest, it has reached just 0.010.

One can also smear the 13 atoms into a structureless sphere of equal volume. It keeps the forward peak and loses the lattice, and its relative resistivity is 0.023. The rise thus needs the atomic arrangement. It comes from large momentum transfers, where the phases depend on the spacing of neighbouring atoms. As an fcc zone grows, this interference sharpens into the Bragg peaks of its lattice.

**Q:** Would any fcc host show it?

**A:** No. Keep the lattice and the contact potential and change the valence to 1. Now \(k_F\) is smaller, \(J=-0.051\) for nearest neighbours, and the 13-atom zone gives 0.678. In that case your original expectation is right: uniform response bounds the resistivity from above, as we shall see, so it falls. The shortest reciprocal vector is then \(1.108\,Q\), too long for any scattering event on the Fermi sphere.

**Q:** Back to aluminium. If Bragg peaks are forming, what makes the resistivity fall later?

**A:** Uniform response gives no large fall: apart from small dips between sizes, the resistivity stays well above that of random solution. For a very large zone
\[
S(\mathbf q)\to\frac{(2\pi)^3}{\Omega}\sum_{\mathbf G}\delta^3(\mathbf q-\mathbf G).
\]
Since \(d^3q=4\pi q^2dq\) after the directional average, \(\int q^3\bar S\,dq=\int q\,S\,d^3q/(4\pi)\), and
\[
\frac{\rho}{\rho_1}\to\frac4{Q^4}\,\frac{2\pi^2}{\Omega}\sum_{0<G<Q}G .
\]
The forward peak, \(G=0\), drops out. In aluminium eight vectors of length \(2\pi\sqrt3/a\) and six of length \(4\pi/a\) remain, with sum \(162.5/a\). With \(\Omega=a^3/4\) and \(Q=14.17/a\), the limit is 1.27. In the monovalent host the sum is empty and the limit is zero.

**Q:** A large perfect crystallite that resists more than random atoms? That sounds wrong.

**A:** It is wrong, and the rigid shift is at fault. Coherent zones share the orientation of the host, so their Bragg peaks act on particular parts of the Fermi sphere. Electrons there are scattered hard, others hardly at all, and the two groups do not acquire the same shift. We have to solve for the shift.

Let \(\mathbf u=\mathbf k/k_F\), and let \(\langle\ldots\rangle\) average over the sphere. For a field \(E\) along \(z\), write
\[
f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\Phi,\qquad \Phi=-eEv_F\tau_1\,\phi(\mathbf u).
\]
The electron charge is \(-e\), so the field term of the Boltzmann equation is \(eEv_Fu_z(-\partial f_0/\partial\varepsilon)\). It equals the collision term, which is minus the net loss of \(\Phi\). Dividing out the common factors leaves
\[
u_z=L\phi+b\phi,\qquad L\phi=\big\langle S(\mathbf k'-\mathbf k)\,[\phi(\mathbf u)-\phi(\mathbf u')]\big\rangle_{\mathbf u'} .
\]
Here \(b\) is the resistivity of an isotropic background, for instance phonons treated as isotropic scatterers, in units of \(\rho_1\). Its in-scattering vanishes because \(\phi\) is odd. The current is \(-e\,(3n_e/2E_F)\,v_F\langle u_z\Phi\rangle\), and \(3n_ev_F^2/(2E_F)=3n_e/m\). Therefore
\[
\sigma=\frac{n_ee^2\tau_1}{m}\,3\langle u_z\phi\rangle,\qquad
\frac{\rho_{\rm added}}{\rho_1}=\frac1{3\langle u_z\phi\rangle}-b .
\]
Random solution has \(S=1\), \(\phi=u_z/(1+b)\) and \(\langle u_z^2\rangle=1/3\), so the added value is 1.

**Q:** How is this related to the earlier formula?

**A:** The earlier one is an upper bound. The operator \(M=L+b\) is symmetric and positive, because \(\langle\phi L\phi\rangle=\tfrac12\langle\langle S(\phi-\phi')^2\rangle\rangle\ge0\). If \(\phi\) solves \(M\phi=u_z\), then for any trial function \(\chi\) the Schwarz inequality gives
\[
\langle u_z\chi\rangle^2=\langle\phi M\chi\rangle^2\le\langle\phi M\phi\rangle\langle\chi M\chi\rangle=\langle u_z\phi\rangle\langle\chi M\chi\rangle ,
\]
and hence
\[
\frac1{3\langle u_z\phi\rangle}\le\frac{\langle\chi M\chi\rangle}{3\langle u_z\chi\rangle^2}.
\]
The choice \(\chi=u_z\) is the rigid shift. Its right side is \(3\langle u_zLu_z\rangle+b\). For a zone of cubic symmetry \((u_z-u_z')^2\) may be replaced by \(q^2/(3k_F^2)\), so \(3\langle u_zLu_z\rangle\) is the average of \(S\,q^2/(2k_F^2)\), the uniform-response integral.

The background matters too. For a fixed \(\chi\) the bound is a straight line in \(b\) with slope \(\langle\chi^2\rangle/(3\langle u_z\chi\rangle^2)\ge1\). The true resistivity is the lowest of these lines at each \(b\), so the added resistivity cannot decrease as \(b\) grows.

**Q:** I would like a picture of the fall, not just an inequality.

**A:** Bragg scattering by \(\mathbf G\) needs \(|\mathbf k+\mathbf G|=k_F\), which puts \(\mathbf k\) on a plane. At a distance \(\delta\) from that plane \(|\mathbf k+\mathbf G|^2-k_F^2=2G\delta\), so \(\mathbf k+\mathbf G\) misses the sphere by about \(G\delta/k_F\). A zone of radius \(R\) blurs its peaks by about \(1/R\). Strong scattering is thus confined to bands of half-width \(\delta\sim k_F/(GR)\), which narrow as the zone grows.

A two-group caricature shows the consequence. Let a fraction \(w\) of the electrons have the zone scattering rate \(A/w\) and the rest none, so that the mean rate \(A\) is fixed. In relative units
\[
\sigma=\frac{w}{b+A/w}+\frac{1-w}{b}.
\]
As \(w\to0\), \(\sigma\to1/b\) and the added resistivity \(1/\sigma-b\) vanishes: the unaffected electrons short-circuit the others. If instead \(b\gg A/w\), then \(\sigma\approx1/b-A/b^2\), and the added resistivity is \(A\), the uniform value.

**Q:** Now the numbers.

**A:** Take 4 at.% solute and \(U=0.70\) eV, with \(E_F=11.65\) eV. Then
\[
\frac1{\tau_1}=\frac{2\pi}{\hbar}(0.04)(0.70\ \mathrm{eV})^2\frac{9}{4\times11.65\ \mathrm{eV}}=3.61\times10^{13}\ \mathrm{s^{-1}},
\]
and \(\rho_1=0.710\ \mu\Omega\,\)cm. For a cold measurement I assume a background of \(0.30\ \mu\Omega\,\)cm, so \(b=0.30/0.710=0.42\); for one near room temperature, \(2.70\ \mu\Omega\,\)cm and \(b=3.8\). Each background is held fixed while the zones grow.

Solving the equation on the Fermi sphere gives the added resistivities below, relative to random solution. They are first-order values, the limit of weak scatterers at fixed \(b\). At this \(U\) higher orders matter, as I explain further on.

| \(n\) | uniform | \(b=0\) | cold | warm |
|---|---|---|---|---|
| 13 | 1.14 | 1.01 | 1.06 | 1.12 |
| 19 | 1.18 | 0.99 | 1.05 | 1.14 |
| 43 | 1.20 | 0.83 | 0.95 | 1.13 |
| 459 | 1.25 | 0.46 | 0.66 | 1.02 |
| 1505 | 1.26 | 0.32 | 0.52 | 0.93 |

In the cold case the total starts at \(0.300+0.710=1.010\ \mu\Omega\,\)cm. With 13-atom zones it is \(0.300+1.055\times0.710=1.049\ \mu\Omega\,\)cm, and with the largest zones \(0.300+0.521\times0.710=0.670\ \mu\Omega\,\)cm. In these first-order values it stands about 4% above the initial total at 13 atoms and then falls. Smaller compact groups, not in the table, lie higher: octahedra of six atoms give a cold value of 1.085, about 6% of the initial total. The uniform column stays near 1.25 for the large zones, so the fall is due to the uneven response of the sphere.

**Q:** Without background the rise is barely there.

**A:** Among the sizes in the table, yes: 1% at 13 atoms, and it has gone by 19. The table says nothing about smaller groups. The warm background preserves more of it: the largest computed value is at 19 atoms, and the added resistivity is still above its initial value at 459 atoms, a radius of 1.2 nm. The warm values are not smooth in \(n\); the full list shows a small dip at 43 atoms.

**Q:** You jump from single atoms to complete 13-atom zones. My claim was about the first moment.

**A:** Let a fraction \(y\) of the solute be in 13-atom zones and the rest in random solution. The scattering function is then the mixture \((1-y)+yS\). For each trial function the variational expression is linear in \(y\), and the lowest of a family of straight lines is concave. A concave curve lies on or above its chord, so in the cold case
\[
\frac{\rho_{\rm added}}{\rho_1}\ge(1-y)\times1+y\times1.055=1+0.055\,y .
\]
In this model the rise begins with the first such zones. Nearest-neighbour pairs, spread equally over their six orientations, already raise the resistivity: with all solute in pairs the cold first-order value is 1.026, and the same chord argument applies.

**Q:** How much of this may I carry over to a real alloy?

**A:** The parameters are meant to resemble aluminium with a few per cent of zinc, whose early zones are roughly spherical. The model's \(0.18\ \mu\Omega\,\)cm per at.% is of the right rough size, and an initial rise of resistivity on ageing is known in such alloys. The calculation shows a mechanism in the limit of weak scattering; it does not establish that this mechanism causes the observed rise.

One weak assumption is the contact potential. A Thomas–Fermi screened potential, with screening length 0.049 nm, varies as \(1/(q^2+\kappa^2)\) and so gives less weight to the large \(q\) where the gain arises. With the random resistivity and the cold background unchanged, the 13-atom value drops from 1.055 to 0.999. For this zone size and background the rise has vanished. The uniform-response value is still 1.038, but that is an upper bound. A weaker first-order rise remains elsewhere: the 13-atom value with the warm background is 1.023, and octahedral groups of six atoms give 1.018 with the cold one. Whether a given alloy shows the effect by this route therefore depends, among other things, on how strongly its solute scatters at large \(q\).

**Q:** And the Born approximation?

**A:** An electron crossing a zone gathers a phase of about \(2RU/(\hbar v_F)\). For 13 atoms, with \(R=0.372\) nm, that is 0.39 rad. This looks small, but the rise is only 5.5%, and waves scattered more than once within the zone change the result by more than that. For point scatterers with the same single-atom scattering rate, summing all orders moves the cold 13-atom value from 1.055 to about 0.99 if the solute repels electrons, and to about 0.86 if it attracts them. At \(U=0.70\) eV the cold 13-atom rise is therefore lost for either sign. With the warm background a rise of about 3% remains for repulsion, while attraction gives a fall of about 10%. The 13-atom rise in the table belongs to weaker scatterers at the same \(b\): in the cold case it is still 4% at \(0.7\,U\) for repulsion, but for attraction it is down to 1% at \(0.3\,U\) and gone at \(0.5\,U\). At the full \(U\), repulsive pairs and six-atom octahedra still give cold values of 1.011 and 1.025, and attractive ones fall below 1. For the largest zone the phase is 1.9 rad, and first-order scattering is not reliable there either.

The host lattice potential also mixes \(\mathbf k\) and \(\mathbf k+\mathbf G\) near a Bragg plane. With a rough component of 0.5 eV this happens within \(0.49\ \mathrm{nm^{-1}}\) of the plane. The Bragg band of the largest zone is narrower, about \(0.36\ \mathrm{nm^{-1}}\), so plane waves are a poor description there. That of the 13-atom zone is wider, about \(1.7\ \mathrm{nm^{-1}}\), but the mixing can still change its resistivity by an amount comparable to a rise of a few per cent. The table describes weak scatterers among free electrons and should not be read as values for aluminium. Zones diluted with host atoms, strain, plate shapes and correlations between zones are left out, and I have no estimate of their effect on these numbers.

**Q:** So if I follow ageing with a resistance bridge, a return to the starting value need not mean that nothing has happened.

**A:** In the cold case of the first-order model that value is reached twice: in random solution, and again with zones of between 19 and 43 atoms. Resistance alone cannot tell the two apart. Within this model, measuring at a second fixed temperature helps, because the same zones add a different resistivity when a stronger background makes the response of the Fermi sphere more even: with 43-atom zones the added resistivity is 5% below its random value in the cold case and 13% above it in the warm one. These are first-order values. For point scatterers at \(U=0.70\) eV with all orders summed, the two values still differ, but both lie below the random one. The numerical output lists the intermediate sizes.

## Values computed for the example and the checks

```
lattice constant 0.405 nm, valence 3, solute 4.0 at.%
contact strength U 0.70 eV; Fermi energy 11.65 eV
kF 17.49 nm^-1; Fermi speed 2.025e+06 m/s
nearest distance 0.2864 nm; Q r there 10.016
random solute: rate 3.613e+13 s^-1, resistivity 0.710 uohm cm
random resistivity per at.% 0.177 uohm cm
golden-rule rate / phase-shift rate 0.99902
nearest-pair J: trivalent 0.0272, monovalent -0.0515
uniform response, n = 2, 3, 4: 1.0272, 1.0544, 1.0816
13 atoms, uniform response: trivalent 1.1444, monovalent 0.6777
13 atoms, change from q below G111/2 -0.0050, above +0.1494
13 atoms, largest cumulative forward gain +0.0096
13 atoms as structureless sphere: relative resistivity 0.0234
G111/(2kF): trivalent 0.7683, monovalent 1.1080
large-zone uniform limit: trivalent 1.2743, monovalent 0.0000
background: cold 0.30, warm 2.70 uohm cm
background b (random solute = 1): cold 0.423, warm 3.804
relative added resistivity (random solution = 1); radius = equal-volume sphere
    n  radius/nm  uniform  b=0     cold    warm
   13     0.372  1.1444  1.0087  1.0551  1.1200
   19     0.422  1.1787  0.9872  1.0522  1.1434
   43     0.554  1.2010  0.8325  0.9545  1.1293
   55     0.602  1.2196  0.7974  0.9336  1.1340
   87     0.701  1.2133  0.7056  0.8605  1.1017
  177     0.889  1.2326  0.5908  0.7732  1.0751
  321     1.084  1.2429  0.5064  0.6995  1.0430
  459     1.221  1.2461  0.4620  0.6580  1.0204
  935     1.548  1.2545  0.3683  0.5740  0.9719
 1505     1.814  1.2571  0.3164  0.5208  0.9331
cold peak among computed sizes: n 13, relative value 1.0551
cold total, random solution 1.010 uohm cm
cold total, peak 1.049 uohm cm
cold total, largest zone 0.670 uohm cm
finer angular grid shifts largest-zone cold value by +2.4e-06
Thomas-Fermi range, 13 atoms: uniform 1.0384, cold 0.9987
Thomas-Fermi screening length 0.0487 nm
phase across zone: 13 atoms 0.391, peak 0.391, largest 1.906 rad
host potential component (rough) 0.50 eV
half-width in k of host gap mixing 0.488 nm^-1
zone Bragg half-width scale: peak 1.749, largest 0.359 nm^-1
at peak: zone spacing 1.75 nm, mean free path 37.9 nm
```
